# Spurious inverse-cube repulsion of periodic charges above a grounded metal

## Result

Point charges $q$ form a square lattice of period $L$ at height $d$ above the flat surface of a grounded metal. A uniform, isotropic dielectric of constant $\varepsilon$ fills the half-space above the metal. Let $E(L)$ be the electrostatic energy per cell and $E(\infty)$ that of one isolated charge at the same height. For $d\ll L$,

$$\Delta E\equiv E(L)-E(\infty)\simeq\frac{S_3\,q^2d^2}{\varepsilon L^3},\qquad S_3=\sum_{(m,n)\neq(0,0)}\frac{1}{(m^2+n^2)^{3/2}}\approx 9.0336 .\tag{1}$$

This is the energy that a laterally periodic supercell adds to a single charged defect. It is positive, so the computed energy lies too high; subtracting $\Delta E$ from it gives the isolated limit.

The algebra uses atomic units: a charge $q$ inside the dielectric has the potential $q/(\varepsilon r)$. The metal occupies $z<0$ at potential zero, and the mean field vanishes far above the charges. The metal carries the compensating charge $-q$ per cell, so no uniform neutralizing background is present.

## First derivation: image charges

**The energy.** An ideal metal surface is an equipotential. For each charge at height $d$, an image $-q$ at depth $d$ makes the potential vanish at $z=0$ and leaves the sources in $z>0$ unchanged. By uniqueness, this gives the potential in the dielectric.

The potential $\phi$ at a charge, without its own direct Coulomb potential, is proportional to $q$. Charging all cells together by a factor $t$ from 0 to 1 takes the work $\int_0^1 (t\phi)\,q\,dt=q\phi/2$ per cell. The charge flowing into the metal arrives at potential zero and costs nothing. The omitted self-energy is the same for the lattice and for the isolated charge, and cancels in $\Delta E$.

A charge at lateral distance $R$ contributes $q/(\varepsilon R)$ to $\phi$. Its image lies $2d$ lower than the point considered and contributes $-q/(\varepsilon\sqrt{R^2+4d^2})$. The charge's own image gives $-q/(2\varepsilon d)$, hence the isolated energy

$$E(\infty)=-\frac{q^2}{4\varepsilon d}.$$

This part is physical and must be kept. What remains is

$$\Delta E=\frac{q^2}{2\varepsilon}\sum_{\mathbf R\ne0}\left[\frac1R-\frac1{\sqrt{R^2+4d^2}}\right].\tag{2}$$

Each of the two sums diverges alone, because the number of cells near distance $R$ grows like $R$. Their difference falls as $R^{-3}$ and converges absolutely in two dimensions.

**The factor one half.** It can be confirmed by mechanics. Raise the whole lattice from $h=0$ to $h=d$. The other real charges act horizontally. An image in another cell pulls the charge down with the force $(q^2/\varepsilon)\,2h/(R^2+4h^2)^{3/2}$. The work against this pull is

$$\frac{q^2}{\varepsilon}\int_0^d\frac{2h\,dh}{(R^2+4h^2)^{3/2}}
=\frac{q^2}{\varepsilon}\left[-\frac{1}{2\sqrt{R^2+4h^2}}\right]_0^d
=\frac{q^2}{2\varepsilon}\left[\frac1R-\frac1{\sqrt{R^2+4d^2}}\right],$$

which is the term in (2). At $h=0$ charges and images coincide and $\Delta E=0$, so no constant is missing. The interaction is repulsive between neighbours, yet it pulls each charge towards the metal: lowering the charges shrinks their dipoles.

**Expansion with a bound.** Put $t=4d^2/R^2$. The second derivative of $(1+t)^{-1/2}$ is positive and the third is negative for $t\ge0$. Taylor's theorem with remainder therefore gives, for $t>0$,

$$1-\frac t2<(1+t)^{-1/2}<1-\frac t2+\frac{3t^2}{8}.$$

Subtracting from 1 and dividing by $R$ yields

$$\frac{2d^2}{R^3}-\frac{6d^4}{R^5}<\frac1R-\frac1{\sqrt{R^2+4d^2}}<\frac{2d^2}{R^3}.$$

Now set $R=L\sqrt{m^2+n^2}$, sum, and multiply by $q^2/(2\varepsilon)$:

$$\frac{S_3q^2d^2}{\varepsilon L^3}-\frac{3S_5q^2d^4}{\varepsilon L^5}<\Delta E<\frac{S_3q^2d^2}{\varepsilon L^3},\tag{3}$$

where $S_5=\sum'(m^2+n^2)^{-5/2}\approx5.0903$ and the prime omits the origin. This proves (1). The law overestimates $\Delta E$, by less than the fraction $3S_5d^2/(S_3L^2)\approx1.69\,(d/L)^2$ of the law itself.

**The lattice constant.** A pair $(m,n)$ is a Gaussian integer $m+in$ of norm $m^2+n^2$. Gaussian integers factor uniquely, up to the four units $\pm1,\pm i$. Their primes are one of norm 2, two of norm $p$ for each ordinary prime $p\equiv1$ (mod 4), and one of norm $p^2$ for each $p\equiv3$ (mod 4). Multiplying the geometric series of all these primes gives

$$Z(s)\equiv{\sum}'\frac1{(m^2+n^2)^s}=\frac{4}{1-2^{-s}}\prod_{p\equiv1}\frac1{(1-p^{-s})^2}\prod_{p\equiv3}\frac1{1-p^{-2s}}.$$

Since $1-p^{-2s}=(1-p^{-s})(1+p^{-s})$, this is $4\zeta(s)\beta(s)$, with $\zeta(s)=\prod_p(1-p^{-s})^{-1}$ and $\beta(s)=1-3^{-s}+5^{-s}-\dots$. Hence $S_3=4\zeta(3/2)\beta(3/2)$.

## Second derivation: response at each wavevector

This route uses no images and allows a metal that screens over a finite length $\lambda$.

**One lateral wave.** For one charge, the component of the potential with lateral wavevector $k$ obeys, in the dielectric,

$$\varepsilon(\phi_k''-k^2\phi_k)=-4\pi q\,\delta(z-d).$$

The slope must jump by $-4\pi q/\varepsilon$ at $z=d$, so the direct part is $A\,e^{-k|z-d|}$ with $A=2\pi q/(\varepsilon k)$. The surface adds a reflected part $rA\,e^{-kd}e^{-kz}$. In the metal, taken with background constant 1, linear screening gives $\phi_k''=s^2\phi_k$ with $s=\sqrt{k^2+\lambda^{-2}}$, so $\phi_k=TA\,e^{-kd}e^{sz}$. Continuity of potential and of normal displacement at $z=0$ requires

$$1+r=T,\qquad \varepsilon k(1-r)=sT\quad\Longrightarrow\quad r=\frac{\varepsilon k-s}{\varepsilon k+s}.$$

An ideal metal has $\lambda\to0$, $s\to\infty$ and $r=-1$. At the height of the charge, $\phi_k(d)=A\,F(k)$ with $F(k)=1+r\,e^{-2kd}$. Transforming back, with the angular integral giving a Bessel function $J_0$,

$$\phi(R)=\int\frac{d^2k}{(2\pi)^2}e^{i\mathbf k\cdot\mathbf R}\,\frac{2\pi q}{\varepsilon k}F(k)=\frac q\varepsilon\int_0^\infty J_0(kR)\,F(k)\,dk .\tag{4}$$

**Long distance.** Write $F=c_1k+c_2k^2+O(k^3)$. Start from $\int_0^\infty J_0(kR)e^{-ak}dk=(R^2+a^2)^{-1/2}$ with a fixed length $a>0$, and apply $-d/da$ once and twice:

$$\int_0^\infty J_0\,k\,e^{-ak}dk=\frac{a}{(R^2+a^2)^{3/2}},\qquad \int_0^\infty J_0\,k^2e^{-ak}dk=\frac{2a^2-R^2}{(R^2+a^2)^{5/2}} .$$

Split $F=c_1k\,e^{-ak}+(c_2+ac_1)k^2e^{-ak}+g$. The first two terms reproduce $F$ through order $k^2$, so $g=O(k^3)$. At large $R$ they give $ac_1/R^3-(c_2+ac_1)/R^3=-c_2/R^3$, and the auxiliary length drops out.

The remainder is the plane Fourier transform of $h=g/k$, apart from a factor $1/2\pi$. Near the origin $h=\alpha k^2+\beta k^3+\dots$. Two Laplacians turn this into $9\beta/k$ plus bounded terms, which is integrable in the plane. At large $k$, $h$ falls at least as $1/k$ and two Laplacians make it fall as $k^{-5}$, also integrable. Since two Laplacians multiply the transform by $R^4$, the remainder falls faster than $R^{-4}$. Therefore

$$\phi(R)=-\frac{q\,c_2}{\varepsilon R^3}+o(R^{-4}).\tag{5}$$

**The coefficient.** With $x=\varepsilon\lambda k$ we have $\varepsilon k/s=x+O(k^3)$, so

$$r=-\frac{1-x}{1+x}+O(k^3)=-(1-2x+2x^2)+O(k^3).$$

Multiplying by $e^{-2kd}=1-2kd+2k^2d^2+\dots$ and collecting powers gives

$$F=2k(d+\varepsilon\lambda)-2k^2(d^2+2d\varepsilon\lambda+\varepsilon^2\lambda^2)+O(k^3)=2kD-2k^2D^2+O(k^3),$$

with $D=d+\varepsilon\lambda$. Thus $c_2=-2D^2$ and $\phi(R)\simeq2qD^2/(\varepsilon R^3)$. Half of $q\phi$, summed over the other cells, is

$$\Delta E\simeq\frac{S_3q^2D^2}{\varepsilon L^3}\qquad(L\gg D).\tag{6}$$

For the ideal metal $D=d$, and (1) is recovered. A small screening length in the metal counts $\varepsilon$ times, because the normal field in the metal is $\varepsilon$ times that in the dielectric.

**When the height is not small.** The lattice has discrete wavevectors $\mathbf G$ of length $2\pi\sqrt{m^2+n^2}/L$. The integral in (4) becomes $2\pi/L^2$ times a sum of $F(G)/G$. For the ideal metal the $G=0$ term is $\lim F/G=2d$, which gives the potential $4\pi qd/(\varepsilon L^2)$. It is the laterally averaged potential at and above the charge plane: the charge sheet and the metal act as a capacitor.

For $G\ne0$, write $F=1+(F-1)$. The part with 1 is the bare charge lattice, from which the charge's own potential must be removed. Displace the observation point by a height $\eta$ and let $\eta\to0$:

$$\frac{2\pi}{L^2}\sum_{\mathbf G\ne0}\frac{e^{-G\eta}}{G}-\frac1\eta\;\longrightarrow\;\frac{Z(1/2)}{L}=-\frac ML,\qquad M\approx3.9003 .$$

To see this, write $e^{-y}$ as a Mellin integral of $\Gamma(w)y^{-w}$. With $\tau=2\pi\eta/L$, the sum is $1/L$ times the integral of $\Gamma(w)\tau^{-w}Z(\tfrac{1+w}2)$. The pole of $Z$ at $w=1$, with residue $2\pi$, gives $1/\eta$; the pole of $\Gamma$ at $w=0$ gives the continued value $Z(1/2)/L$. Subtracting also the isolated image potential, and using $F-1=-e^{-2kd}$,

$$\Delta E=\frac{q^2}{2\varepsilon}\left[\frac{4\pi d}{L^2}-\frac ML+\frac1{2d}-\frac{2\pi}{L^2}\sum_{\mathbf G\neq0}\frac{e^{-2Gd}}{G}\right].\tag{7}$$

The last sum is of order $e^{-4\pi d/L}$ once $d\gtrsim L$. The first three terms then suffice, and there is no inverse cube. For $d\ll L$ the sum is not small: it cancels the slower powers of $1/L$ and leaves (1).

## What each derivation assumes

Both assume linear response, lateral uniformity, fixed point charges and a mean field that vanishes far above. The image derivation also needs an ideal metal and a dielectric without an upper boundary. In return it gives strict bounds at finite $d/L$. The wavevector derivation gives the leading law at large $L$ without such bounds, but it needs only $F(k)$, so other boundaries can be treated.

**A film with an upper surface.** Let the film end at $z=H$. Inside it,
$$\phi_k/A=e^{-k|z-d|}+Be^{-kz}+Ce^{kz}.$$
Reflection at the two surfaces, with coefficients $r_1$ below and $r_2$ above, requires

$$B=r_1(e^{-kd}+C),\qquad C=r_2e^{-2kH}(e^{kd}+B).$$

Solving for $B$ and $C$ and evaluating at $z=d$ gives

$$F=\frac{(1+r_1e^{-2kd})(1+r_2e^{-2k(H-d)})}{1-r_1r_2e^{-2kH}} .$$

For vacuum above, the continuity conditions are $1+r_2=T$ and $\varepsilon(1-r_2)=T$, so $r_2=(\varepsilon-1)/(\varepsilon+1)$. With an ideal metal below, $r_1=-1$. To first order in $k$, the upper factor divided by the denominator is

$$1+\frac{2r_2kd}{1+r_2}=1+kd\left(1-\frac1\varepsilon\right).$$

Multiplying by $1-e^{-2kd}=2kd-2k^2d^2+\dots$ gives $F=2kd-2k^2d^2/\varepsilon+\dots$. By (5), the law at sufficiently large $L$ is $S_3q^2d^2/(\varepsilon^2L^3)$, smaller than (1) by a factor $\varepsilon$. At long range the field lines run through the vacuum. Equation (1) therefore fails for a film once $L$ is much larger than $H$.

If a second grounded plate lies at $H$, then $r_1=r_2=-1$ and

$$F=\frac{2\sinh(kd)\,\sinh\!\big(k(H-d)\big)}{\sinh(kH)} .$$

This function is odd in $k$. Hence $c_2=0$, and the inverse-cube term is absent at large $L$.

## Worked example: a charged defect in silicon near a contact

Take a compact, singly charged deep defect in depleted silicon, with $\varepsilon=12$, $d=8$ Å and a cubic cell edge of 5.43 Å, all rough typical values. The Coulomb constant is 14.3996 eV Å. For eight cubic cells along each side, $L=43.44$ Å, and the law gives

$$\Delta E\simeq\frac{9.0336\times14.3996\times8^2}{12\times43.44^3}\ \text{eV}=0.00846\ \text{eV}.$$

The full sum (2) gives 0.00802 eV, or 8.02 meV at a period of 4.344 nm. Equation (3) places it between 0.00798 and 0.00846 eV. The wavevector sum and the integrated force both reproduce 0.008021 eV. The isolated image energy is $-0.0375$ eV, so the periodic error is about a fifth of it in size.

With $d$ and $\varepsilon$ held fixed, the period acts as follows.

| $L$ (Å) | $d/L$ | sum (eV) | law (eV) | law/sum |
|---|---|---|---|---|
| 21.72 | 0.368 | 0.0564 | 0.0677 | 1.20 |
| 32.58 | 0.246 | 0.0183 | 0.0201 | 1.10 |
| 43.44 | 0.184 | 0.0080 | 0.0085 | 1.06 |
| 65.16 | 0.123 | 0.0024 | 0.0025 | 1.03 |

The excess of the law shrinks roughly as $(d/L)^2$, as (3) suggests. Between $L/d=40$ and 80 the sum has a mean logarithmic slope of $-2.9989$. In the opposite regime, $d=L=43.44$ Å, the sum is 0.1266 eV, the first three terms of (7) agree with it, and the inverse-cube law gives 0.2495 eV, about twice the sum.

The law reaches 0.001 eV at $L=88.5$ Å, where the sum is 0.00099 eV. That period was found for this $d$ and $\varepsilon$, an ideal metal and a thick dielectric. A larger $d$, or a metal with a finite screening length, needs a longer one.

**Comparison with real contacts and gate stacks.** For the rough inputs used here, the assumption that moves the number most is the ideal metal. The ranking depends on those inputs: a slightly shorter screening length or a closer second gate reverses it. A rough screening length of 0.5 Å gives $D=8+12\times0.5=14$ Å and raises the energy from 0.0080 to 0.0222 eV, a factor of 2.8. The leading estimate $(D/d)^2$ is 3.1; the difference reflects $D/L$ no longer being small. For a gate oxide of larger $\varepsilon$, the product $\varepsilon\lambda$ matters more still. The sharp-surface screening model is itself crude at atomic distances, so an atomistic calculation should determine its own effective height $D$.

Upper boundaries matter too. For an ideal metal and a film 50 Å thick, vacuum above gives 0.0078 eV. This is close to the half-space value because $L$ is still comparable with $H$, and the far law has not set in. A second grounded gate at 50 Å gives 0.0033 eV, less than half the half-space value.

The remaining assumptions concern the charge and the silicon:

- **Free carriers.** At a rough density of $10^{16}$ cm$^{-3}$ and 300 K the Debye length is 414 Å, about ten times $L$, so screening between near neighbours is weak. It does cut off the slowly converging tail of the lattice sum. With linearly screened charges and images, $\Delta E$ falls by about 7% at $L=43.44$ Å and about 14% at $L=88.5$ Å, and the inverse cube is lost once $L$ exceeds the Debye length. Depletion weakens these effects.
- **Field.** The capacitor potential of 0.064 V across 8 Å means a mean field of about $8\times10^5$ V/cm between the metal and the charges. This exceeds the bulk breakdown field of silicon, roughly $3\times10^5$ V/cm. Over so short a distance, however, an electron gains at most 0.064 eV from this mean field, far below what is needed to lift another across the gap of roughly 1.1 eV. The stronger local field close to a charge is not included in this estimate. The same mean field over a much thicker layer could cause breakdown.
- **Charge state.** For a rough 0.5 eV barrier and a light mass of 0.19 electron masses, the tunnelling factor over 8 Å is 0.08. Exchange with the metal is then not negligible, and a fixed charge requires the defect level to lie on the stable side of the metal's Fermi level.
- **Compactness.** The charge need not be small compared with $d$; it must stay clear of the metal and of its neighbours. By the mean-value property of harmonic functions, a rigid spherically symmetric charge of radius below both $d$ and $L/2$ has exactly the $\Delta E$ of a point charge at its centre. The isotropic hydrogen-like formula gives a radius of about 33 Å for the light mass and 7 Å for a mass of 0.92. Both masses belong to one anisotropic valley, whose envelope has radii between these values, roughly 25 and 14 Å. A carrier bound in such an orbit reaches the metal, so charge states that hold one fall outside the model. An ionized shallow dopant holds no such carrier, and its charge is compact.

At 300 K the thermal energy is 0.026 eV, larger than the main-case error. The error still shifts every computed formation energy of this charge state in one direction and does not average out. These are continuum values; they omit bonding at the contact and the atomic-scale variation of the dielectric response. The values for the main case and the boundary variants are in the numerical output below.

## Values computed for the example and the checks

```
Coulomb constant = 14.3996 eV angstrom
S3 analytic = 9.033622, explicit = 9.033622 (no unit)
S5 = 5.090258, M = 3.900265 (no unit)
Exponent of L from L/d = 40 to 80: -2.9989
Dielectric constant = 12.0
Charge height d = 8.00 angstrom
Cubic cell edge = 5.43 angstrom
4 cells: L = 21.72 angstrom, d/L = 0.3683
  sum 0.056415 eV, law 0.067707 eV, law/sum 1.2002
6 cells: L = 32.58 angstrom, d/L = 0.2455
  sum 0.018315 eV, law 0.020061 eV, law/sum 1.0954
8 cells: L = 43.44 angstrom, d/L = 0.1842
  sum 0.008021 eV, law 0.008463 eV, law/sum 1.0551
12 cells: L = 65.16 angstrom, d/L = 0.1228
  sum 0.002446 eV, law 0.002508 eV, law/sum 1.0250
Main case, 8 cells: lower bound = 0.007978 eV
Main case by wavevectors = 0.008021 eV
Main case by work of force = 0.008021 eV
Main case converted: 8.021 meV at L = 4.344 nm
Isolated image energy = -0.037499 eV
L where law gives 0.001 eV = 88.53 angstrom
  lattice sum at that L = 0.000987 eV
At d = L (8 cells): sum = 0.126600 eV
  large-height form = 0.126601 eV
  cube law there = 0.249541 eV
Neglected effects, main case (rough inputs):
Metal screening length = 0.50 angstrom
Effective height D = 14.00 angstrom
Spurious energy, screening metal = 0.022189 eV
Far-law check, screening metal: ratio 0.9988
Film thickness H = 50.0 angstrom
Spurious energy, vacuum above film = 0.007777 eV
Spurious energy, second gate at H = 0.003284 eV
Far-law check, film (eps = 4): ratio 1.0017
Temperature = 300 K, kT = 0.02585 eV
Carrier density = 1.0e+16 per cm3
Debye length = 414.1 angstrom, L/Debye = 0.1049
Potential plateau = 0.06393 V, gap = 1.1 eV
Tunnel barrier = 0.5 eV, light mass = 0.19 m_e
Tunnelling factor over d = 0.0799 (no unit)
Shallow radius, light mass = 33.4 angstrom
Shallow radius, mass 0.92 m_e = 6.9 angstrom
```
